# Second-order spin splitting of the dz2 conduction state at K

## First half: from the atomic coupling to the splitting

**Q.** The lowest conduction state at K of a monolayer such as MoS2 is mostly $d_{z^2}$. That orbital carries no angular momentum along the normal. Why should spin-orbit coupling split it at all?

**A.** To first order, the metal atom does not split it. Take a layer of metal atoms M between two layers of chalcogen atoms X, each M at the centre of a trigonal prism. The metal plane is a mirror plane, and the normal $z$ through each M is a threefold axis. On the metal $d$ shell the spin-orbit term is

$$H_{so}=\lambda\,\mathbf L\cdot\mathbf S ,$$

with $\mathbf L$ and $\mathbf S$ in units of $\hbar$, so that $\lambda$ is an energy. Define $L_\pm=L_x\pm iL_y$ and $S_\pm=S_x\pm iS_y$. Multiplying out gives $L_+S_-+L_-S_+=2(L_xS_x+L_yS_y)$, because the terms in $L_xS_y$ and $L_yS_x$ cancel. Therefore

$$H_{so}=\lambda L_zS_z+\tfrac{\lambda}{2}\left(L_+S_-+L_-S_+\right).$$

Write $|m\rangle$ for the $d$ orbital with $L_z=m$; $d_{z^2}$ is $|0\rangle$. The first term gives zero on $|0\rangle$. The second changes $m$ by one, so its expectation value in $|0\rangle$ vanishes. What remains is an excursion: the electron flips its spin, visits an orbital with $m=\pm1$, and returns. That is a second-order process.

**Q.** You say $m=\pm1$. I know these orbitals as $d_{xz}$ and $d_{yz}$.

**A.** They span the same pair:

$$|{\pm1}\rangle=\mp\frac{1}{\sqrt2}\left(d_{xz}\pm i\,d_{yz}\right).$$

Both $d_{xz}$ and $d_{yz}$ contain one factor of $z$, so they change sign under reflection in the metal plane: they are mirror-odd. The orbitals $d_{z^2}$, $d_{x^2-y^2}$ and $d_{xy}$ are mirror-even. The complex combinations serve better here because a spin flip in a given direction selects one of them.

**Q.** Show me that selection, with its factor.

**A.** The length of $L_+|0\rangle$ follows from $L_-L_+=L^2-L_z^2-L_z$. In a $d$ shell $L^2=2\cdot3=6$, and $L_z=0$ here, so $\langle0|L_-L_+|0\rangle=6$. With the usual phases, $L_+|0\rangle=\sqrt6\,|{+1}\rangle$, and likewise $L_-|0\rangle=\sqrt6\,|{-1}\rangle$. For the spin, $S_-|\uparrow\rangle=|\downarrow\rangle$, $S_+|\downarrow\rangle=|\uparrow\rangle$, and $S_+|\uparrow\rangle=S_-|\downarrow\rangle=0$. Hence

$$H_{so}|0\uparrow\rangle=\tfrac{\lambda}{2}\sqrt6\,|{+1}\downarrow\rangle=\lambda\sqrt{\tfrac32}\,|{+1}\downarrow\rangle,$$

$$H_{so}|0\downarrow\rangle=\lambda\sqrt{\tfrac32}\,|{-1}\uparrow\rangle .$$

Spin up visits $m=+1$, and spin down visits $m=-1$. The sum $m+S_z$ is conserved in each excursion.

**Q.** The conduction state in a crystal is not a bare $d_{z^2}$ orbital. Might it contain $d_{x^2-y^2}$ or $d_{xy}$, on which $L_z$ does act?

**A.** At K it does not. The threefold rotation about a metal atom leaves the crystal unchanged and takes K to an equivalent point. For a Bloch sum of metal orbitals centred on those atoms, the rotation by $120^\circ$ gives the factor $e^{-2\pi i m/3}$ times a phase from the Bloch factors. With the rotation axis through a metal site, that phase is one, because the rotated K differs from K by a reciprocal lattice vector. The values $m=0$, $+2$ and $-2$ then have three different factors. They belong to different symmetry classes and cannot mix.

The metal $d$ part is therefore pure $|0\rangle$. (A metal $s$ orbital may mix in as well, but $\mathbf L$ gives zero on it, so it adds nothing below.) The state also contains chalcogen $p$ orbitals, so I write

$$|c\rangle=\alpha|0\rangle+|\text{chalcogen part}\rangle,\qquad w=|\alpha|^2 .$$

Here $|0\rangle$ now means the Bloch sum at K, and the basis orbitals are taken as orthonormal. For the moment spin-orbit coupling acts on the metal alone. Its effect on the chalcogen part is a separate matter and will turn out to be large.

**Q.** Without spin-orbit coupling, $|c\uparrow\rangle$ and $|c\downarrow\rangle$ have the same energy. You then need degenerate perturbation theory.

**A.** We would, if the perturbation could connect the two. The mirror forbids it. Reflection in a horizontal plane is an inversion followed by a half turn about $z$. Inversion leaves spin alone, and the half turn multiplies spin up by $-i$ and spin down by $+i$. Since $|c\rangle$ is mirror-even, $|c\uparrow\rangle$ and $|c\downarrow\rangle$ have the different mirror eigenvalues $-i$ and $+i$. The full Hamiltonian, including $\mathbf L\cdot\mathbf S$, commutes with the mirror. No chain of its matrix elements can lead from one eigenvalue to the other.

Each spin state may thus be treated by itself, provided $|c\rangle$ is not degenerate with another orbital state. The spin label stays meaningful even though each state acquires a small part of opposite spin, which sits in mirror-odd orbitals.

**Q.** Then write the second-order energies. But which energy do you assign to $|{+1}\rangle$? In the crystal it is spread over several bands.

**A.** Let $|n\rangle$ be the spinless mirror-odd states at K, with energies $E_n$, and let $E_c$ be the energy of $|c\rangle$. The matrix element from $|c\uparrow\rangle$ to $|n\downarrow\rangle$ is

$$\langle n\downarrow|H_{so}|c\uparrow\rangle=\lambda\sqrt{\tfrac32}\,\alpha\,\langle n|{+1}\rangle .$$

Second-order perturbation theory adds $-|\text{matrix element}|^2/(E_n-E_c)$ for each state. The squared element is $\tfrac32\lambda^2w|\langle{+1}|n\rangle|^2$, which gives

$$E_\uparrow=E_c-\tfrac32\lambda^2w\,g_+,\qquad E_\downarrow=E_c-\tfrac32\lambda^2w\,g_-,$$

$$g_\pm=\sum_n\frac{|\langle{\pm1}|n\rangle|^2}{E_n-E_c}.$$

There is no second-order term that conserves spin, because $L_z$ annihilates the whole metal part of $|c\rangle$. Subtracting,

$$\boxed{\;\Delta\equiv E_\uparrow-E_\downarrow=\tfrac32\lambda^2w\,(g_--g_+)\;}$$

No assumption about the number of bands or the range of hopping has been used. The quantities $w$ and $g_\pm$ carry all the information about the crystal.

**Q.** Some mirror-odd states are filled valence states. An electron in the conduction band cannot visit them, so why are they in the sum?

**A.** We are finding eigenvalues of a one-electron Hamiltonian, and every eigenstate contributes. The many-electron count agrees for independent electrons. Consider a filled state $n$ below $E_c$, coupled to $c$ by an element $v$. While $c$ is empty, the electron in $n$ can visit it, which lowers the total energy by $|v|^2/(E_c-E_n)$. Adding an electron to $c$ blocks this visit, so the addition costs an extra $+|v|^2/(E_c-E_n)$. That equals $-|v|^2/(E_n-E_c)$, the term in our sum. Filled states below push the conduction level up; empty states above push it down.

**Q.** If the important odd states are above, both spins are pushed down. Mere coupling to $d_{xz}$ and $d_{yz}$ then gives no splitting.

**A.** Correct. The coupling supplies two shifts, and a splitting needs the shifts to differ. This is clearest if $|{+1}\rangle$ and $|{-1}\rangle$ are themselves eigenstates, with energies $E_+$ and $E_-$, and $w=1$. Then $g_\pm=1/(E_\pm-E_c)$, and

$$\Delta=\tfrac32\lambda^2\left[\frac1{E_--E_c}-\frac1{E_+-E_c}\right]
=\tfrac32\lambda^2\,\frac{E_+-E_-}{(E_+-E_c)(E_--E_c)} .$$

The last form comes from putting the two fractions over a common denominator. With both levels above $E_c$, the nearer one pushes harder. If $E_-<E_+$, spin down is lowered more and $\Delta>0$. If $E_+=E_-$, then $\Delta=0$ however strong the coupling.

**Q.** In a free atom $|{+1}\rangle$ and $|{-1}\rangle$ are degenerate, being complex conjugates of each other. The crystal Hamiltonian without spin is real. Why are they not degenerate in the crystal?

**A.** Complex conjugation also reverses the Bloch wave vector. It turns $|{+1}\rangle$ at K into $-|{-1}\rangle$ at $-$K. So it relates $g_+$ at K to $g_-$ at $-$K and says nothing about the two at the same point.

Inversion symmetry would supply the missing link. Inversion sends $-$K back to K and leaves $L_z$ alone. Combined with conjugation, it would turn $|{+1}\rangle$ at K into $|{-1}\rangle$ at K, up to a phase, and force $g_+=g_-$. The trigonal prism has no inversion centre, so the equality is not enforced. The second-order splitting therefore needs three things: spin-orbit coupling, mirror-odd orbitals within reach, and broken inversion.

**Q.** And the sign at the opposite valley?

**A.** From the relation just found, $g_\pm(-K)=g_\mp(K)$, while $E_c$ and $w$ are unchanged. Hence $\Delta(-K)=-\Delta(K)$. Time reversal gives the same with spin-orbit coupling included: it flips both wave vector and spin, so $E_\uparrow(K)=E_\downarrow(-K)$. A sign quoted for $\Delta$ thus has no meaning until one says which valley is called K and how the chalcogens are placed.

**Q.** While the electron is in $|{+1}\downarrow\rangle$, the $L_zS_z$ term acts on it. You left that out.

**A.** It enters at third order. In $|{+1}\downarrow\rangle$ its value is $\lambda(+1)(-\tfrac12)=-\lambda/2$. In $|{-1}\uparrow\rangle$ it is $\lambda(-1)(+\tfrac12)=-\lambda/2$ as well. Both intermediate orbitals are lowered by the same amount.

For the effect on $E_\uparrow$, use the third-order formula. Its subtraction term contains the first-order energy, which is zero here. What remains is

$$E^{(3)}_\uparrow=\sum_{n,n'}\frac{\langle c\uparrow|H_{so}|n\downarrow\rangle\langle n\downarrow|H_{so}|n'\downarrow\rangle\langle n'\downarrow|H_{so}|c\uparrow\rangle}{(E_c-E_n)(E_c-E_{n'})}.$$

The outer elements give $\tfrac32\lambda^2w\,\langle{+1}|n\rangle\langle n'|{+1}\rangle$. States $n$ reached from $|{+1}\rangle$ contain no $|{-1}\rangle$, since the two have different threefold factors. The middle element is therefore $-\tfrac{\lambda}{2}\langle n|{+1}\rangle\langle{+1}|n'\rangle$. The double sum separates into two equal sums, each equal to $-g_+$, and

$$E^{(3)}_\uparrow=-\tfrac34\lambda^3w\,g_+^2,\qquad E^{(3)}_\downarrow=-\tfrac34\lambda^3w\,g_-^2 .$$

The correction to the splitting is

$$\Delta^{(3)}=\tfrac34\lambda^3w\,(g_-^2-g_+^2).$$

Factor the difference of squares and divide by $\Delta$ to get the relative correction $\Delta^{(3)}/\Delta=\tfrac{\lambda}{2}(g_-+g_+)$. It is small when $\lambda$ is small against the distance to the odd levels.

**Q.** When does the second-order result fail outright?

**A.** It fails when an odd level with appreciable $|{\pm1}\rangle$ weight comes within about $\lambda$ of $E_c$. The two coupled states must then be diagonalized together. A more subtle failure is one of accuracy: $\Delta$ is a difference of two shifts. If these are nearly equal, a modest error in either level changes $\Delta$ strongly and may reverse it. The formula is still right in that case, but its inputs must be known well.

The geometry matters too. If a substrate or a field breaks the mirror, even and odd orbitals mix, and the clean division into two sets is lost. Away from K, $d_{z^2}$ can mix with $d_{x^2-y^2}$ and $d_{xy}$, on which $L_zS_z$ acts directly. And the result covers the metal's spin-orbit term alone. It must not be taken for the whole splitting of the conduction band.

## Second half: what makes the two shifts differ, and by how much

**Q.** Before you put in numbers, remind me what you are carrying over.

**A.** The conduction state at K has energy $E_c$ and $d_{z^2}$ weight $w$. The metal spin-orbit energy is $\lambda$. Spin up visits the mirror-odd orbital $|{+1}\rangle$, spin down visits $|{-1}\rangle$, and

$$\Delta=E_\uparrow-E_\downarrow=\tfrac32\lambda^2w(g_--g_+),\qquad g_\pm=\sum_n\frac{|\langle\pm1|n\rangle|^2}{E_n-E_c},$$

where $n$ runs over mirror-odd spinless states. We now need a crystal in which $g_+$ and $g_-$ can be found.

**Q.** Which crystal, and how much of it do you keep?

**A.** Five $d$ orbitals on M and three $p$ orbitals on each of two X atoms, with nearest-neighbour hopping. The parameters are round numbers, not a fit. They place the valence and conduction states at K roughly as far apart as in monolayer MoS2. The other levels at K are not matched to that material: the next mirror-even level, for instance, lies only 0.40 eV above the conduction state. Nor do the parameters describe its bands elsewhere in the zone. The lattice constant is $a=0.316$ nm and the X layers lie at $\pm0.156$ nm. The M–X bond makes an angle with the normal whose sine is $l=0.760$ and cosine $n=0.650$.

I take $K=(4\pi/3a,0)$, with the X neighbours of a metal atom at azimuths $\varphi=30^\circ,150^\circ,270^\circ$. Their in-plane distance is $a/\sqrt3$, so the Bloch phases are $(4\pi/3\sqrt3)\cos\varphi=120^\circ,-120^\circ,0^\circ$. Up to full turns, each equals $\varphi+90^\circ$.

**Q.** What do these phases do?

**A.** They select partners. Turning a bond by $\varphi$ multiplies the hopping between $d_m$ and $p_\mu$ by $e^{i(\mu-m)\varphi}$. With the Bloch phase, the sum over bonds is proportional to $i\sum_\varphi e^{i(\mu-m+1)\varphi}$. It vanishes unless $\mu=m-1$ up to a multiple of three. Adding the mirror parity gives

- $|0\rangle$ with the even combination of $p_{-1}$;
- $|{+1}\rangle$ with the odd combination of $p_z$;
- $|{-1}\rangle$ with the odd combination of $p_{+1}$.

So $|{+1}\rangle$ and $|{-1}\rangle$ hybridize with different orbitals. This is how the missing inversion centre makes itself felt.

**Q.** I want the strengths of these couplings, not just their existence.

**A.** Take a bond to the upper layer at azimuth zero. Let $\zeta$ run along it from M to X, and let $\xi$ be perpendicular to it in the $xz$ plane: $x=l\zeta+n\xi$, $z=n\zeta-l\xi$. Let $V_\sigma$ and $V_\pi$ be the $d$–$p$ hoppings for orbitals aligned along and across the bond. Normalize $d_{xz}=\sqrt3\,xz$ and $d_{z^2}=(3z^2-r^2)/2$. The $\sigma$ part of a $d$ orbital is its value at $\zeta=1$, $\xi=y=0$; its $\pi$ part is the coefficient of $\zeta\xi$ (or $\zeta y$) divided by $\sqrt3$. Thus

- $d_{xz}$ has $\sigma$ part $\sqrt3\,ln$ and $\pi$ part $n^2-l^2$;
- $d_{yz}$ has $\pi$ part $n$ along $y$;
- $d_{z^2}$ has $\sigma$ part $n^2-l^2/2$ and $\pi$ part $-\sqrt3\,ln$.

For the $p$ orbitals, $p_x$ has parts $(l,n)$, $p_z$ has $(n,-l)$, and $p_y$ is pure $\pi$. Multiplying matching parts, with $l^2+n^2=1$,

$$\langle d_{xz}|H|p_z\rangle=l[\sqrt3n^2V_\sigma+(1-2n^2)V_\pi],$$

$$\langle d_{xz}|H|p_x\rangle-\langle d_{yz}|H|p_y\rangle=l^2n(\sqrt3V_\sigma-2V_\pi),$$

$$\langle d_{z^2}|H|p_x\rangle=l[(n^2-\tfrac12l^2)V_\sigma-\sqrt3n^2V_\pi].$$

Three bonds give a factor 3, and two layers with normalized combinations give $\sqrt2$. The complex orbitals give $1/\sqrt2$ for $|0\rangle$ with $p_{-1}$ and for $|{+1}\rangle$ with $p_z$, and $1/2$ for $|{-1}\rangle$ with $p_{+1}$. The magnitudes are

$$V_0=3l[(n^2-\tfrac12l^2)V_\sigma-\sqrt3n^2V_\pi],$$

$$V_+=3l[\sqrt3n^2V_\sigma+(1-2n^2)V_\pi],\quad V_-=\tfrac{3}{\sqrt2}l^2n(\sqrt3V_\sigma-2V_\pi).$$

With $V_\sigma=2.2$ eV and $V_\pi=-0.7$ eV, they are $V_0=1.837$, $V_+=3.422$ and $V_-=4.149$ eV.

**Q.** Metal atoms also hop to metal atoms, and chalcogens to chalcogens.

**A.** Those hops shift levels at K without mixing our orbitals. The six in-plane neighbours have Bloch phases alternating between $\pm120^\circ$, which sum to $-3$; for two different $m$ of the same parity the sum vanishes. Each level moves by $-3$ times its mean in-plane hopping.

The $d$–$d$ hoppings are $-0.6$, $0.3$ and $0$ eV for $\sigma,\pi,\delta$. For $d_{z^2}$ the mean is $\tfrac14(-0.6)=-0.15$ eV, and for $|{\pm1}\rangle$ it is $\tfrac12(0.3)=0.15$ eV. From bare levels of $-0.2$ and $0$ eV we reach $0.25$ and $-0.45$ eV. The shift is the same for $|{+1}\rangle$ and $|{-1}\rangle$.

The $p$–$p$ hoppings are $0.8$ ($\sigma$) and $-0.2$ eV ($\pi$), used both in the plane and between the two X atoms above one another. From a bare $-3$ eV,

$$\varepsilon_0=-3-0.9-0.2=-4.1,\quad \varepsilon_+=-3+0.6+0.8=-1.6,$$

$$\varepsilon_-=-3-0.9+0.2=-3.7\ \text{eV}$$

for the partners of $|0\rangle$, $|{+1}\rangle$ and $|{-1}\rangle$. The middle number in each sum is the in-plane shift, the last the vertical one.

**Q.** Now find $E_c$ and $w$.

**A.** The conduction state is the upper solution of a two-level problem:

$$E_c=\frac{0.25-4.1}{2}+\sqrt{\left(\frac{0.25+4.1}{2}\right)^2+1.837^2}=0.922\ \text{eV}.$$

The ratio of $p$ to $d$ amplitude has magnitude $V_0/(E_c-\varepsilon_0)=1.837/5.022=0.366$. Hence $w=1/(1+0.366^2)=0.882$. With $-0.8$ eV for the bare $d_{x^2-y^2}$, $d_{xy}$ level, the valence state at K lies at $-0.567$ eV, which is 1.49 eV below the conduction state at K.

**Q.** And $g_\pm$?

**A.** The sum $g_\pm$ is the diagonal element of $(H-E_c)^{-1}$ on $|{\pm1}\rangle$. For a two-by-two matrix with diagonal entries $A,B$ and coupling $V$, that element is $B/(AB-V^2)=1/(A-V^2/B)$. Here $A=-0.45-E_c$ eV and $B=\varepsilon_\pm-E_c$, so

$$\frac1{g_\pm}=-0.45-E_c+\frac{V_\pm^2}{E_c-\varepsilon_\pm}\quad(\text{eV}).$$

Numerically,

$$1/g_+=-1.372+\frac{11.71}{2.522}=3.270,\qquad 1/g_-=-1.372+\frac{17.22}{4.622}=2.353\ \text{eV},$$

so $g_+=0.306$ and $g_-=0.425$ eV$^{-1}$. Although $V_->V_+$, the partner of $|{+1}\rangle$ is so much nearer to $E_c$ that $|{+1}\rangle$ is pushed further away.

**Q.** What splitting follows?

**A.** With $\lambda=0.08$ eV, $\tfrac32\lambda^2=0.0096$ eV$^2$. Spin up moves by $-2.59$ meV and spin down by $-3.60$ meV:

$$\Delta=0.0096\times0.882\times(0.4250-0.3058)\ \text{eV}=1.01\ \text{meV}.$$

Third order raises this to 1.04 meV. Numerical diagonalization of the full Hamiltonian, 11 orbitals times two spins, gives 1.03 meV. Second order is 2.5% below that value. For $\lambda=0.20$ eV, with everything else held fixed, second order gives 6.31 meV against 6.60 meV, 4.5% below.

**Q.** Could I not take the odd conduction levels from a band plot and use your pure-level formula?

**A.** Here it would mislead you. Those levels are at 2.445 eV for $m=+1$ and 2.381 eV for $m=-1$. Inserted as $E_\pm$, they give

$$0.0096\times\frac{0.063}{1.522\times1.459}\ \text{eV}\approx0.27\ \text{meV},$$

about a quarter of the result. The levels nearly coincide, but their $d$ weights, 0.583 and 0.682, do not. The bonding states near $-4.5$ and $-6.5$ eV contribute too. The levels that would make the pure-level formula work are $E_c+1/g_\pm=4.19$ and 3.28 eV, and no band lies there.

**Q.** How robust is the sign?

**A.** It is not robust. Moving the bare $d_{xz},d_{yz}$ level to $-0.5$ or $+0.5$ eV, all else fixed, gives 1.51 or 0.72 meV at second order. Cutting both $p$–$p$ hoppings by about a third, however, brings the splitting to zero, and dropping them altogether gives $-2.98$ meV at second order. All $p$ levels are then at $-3$ eV, the larger $V_-$ decides, and $|{-1}\rangle$ becomes the more distant orbital.

**Q.** You postponed the chalcogen's own spin-orbit coupling.

**A.** The $p$ part of the conduction state has $m=-1$ and weight $1-w=0.118$. With a chalcogen energy $\lambda_X=0.05$ eV, $L_zS_z$ acts at first order and contributes

$$\Delta_X=-\lambda_X(1-w)=-5.90\ \text{meV}.$$

This outweighs the metal term nearly sixfold, with the opposite sign.

**Q.** Then the total should be about $-4.9$ meV.

**A.** Diagonalization with both couplings gives $-3.98$ meV. Each coupling alone gives 1.03 and $-5.93$ meV, which add to $-4.89$. The missing $+0.91$ meV is an interference between metal and chalcogen.

Follow spin up. The chalcogen part can also flip: $L_+p_{-1}=\sqrt2\,p_z$, and this leads to the odd $p_z$ combination that hybridizes with $|{+1}\rangle$. Two routes reach the same pair of states, and their amplitudes add before squaring. Spin down has no such second route, since $L_-p_{-1}=0$.

With the phases above, the hoppings are $\langle0|H|p_{-1}\rangle=iV_0$ and $\langle{+1}|H|p_z\rangle=-iV_+$. The lower row of the two-level problem gives the $p_{-1}$ amplitude as $-i\,0.366\,\alpha$. The flipped state therefore has amplitudes

$$u=\sqrt{\tfrac32}\,\lambda\alpha\ \text{on}\ |{+1}\rangle,\qquad v=-\frac{i\,0.366}{\sqrt2}\,\lambda_X\alpha\ \text{on}\ p_z .$$

The off-diagonal element of $(H-E_c)^{-1}$ is $iV_+/D$, where $D=(-1.372)(-2.522)-11.71=-8.25$ eV$^2$; it equals $-0.415i$ eV$^{-1}$. The second-order cross term is

$$-2\,\mathrm{Re}\left[u^*v(-0.415i)\right]=\sqrt3\,\lambda\lambda_Xw\,(0.366)(0.415)\ \text{eV}^{-1}=+0.93\ \text{meV}.$$

This accounts for the gap, up to higher orders. The interference is nearly as large as the metal term itself, so the metal and chalcogen splittings cannot simply be added.

**Q.** How does this compare with real MoS2, and with a device at room temperature?

**A.** Band calculations for monolayer MoS2 give a conduction splitting of roughly 3 meV, so the model's 4 meV in magnitude is of the right size. That does not confirm the separate terms, given their sensitivity. The total also depends on the parameters: it becomes $-5.6$ meV when the $p$–$p$ hoppings are cut by a third, $-9.9$ meV without them, and $-2.8$ meV with the bare $p$ level at $-4$ eV. The model's separation of 1.49 eV at K is somewhat below the rough 1.7 eV of common density-functional calculations. Away from K the model is not realistic: its lowest conduction state, at about 0.67 eV, is not at K, its highest valence state, at about $-0.35$ eV, lies at the zone-edge point M (so the model's true gap is indirect and about 1.0 eV), and its conduction mass at K is about 4.25 electron masses, against roughly half an electron mass in MoS2. The model omits farther hopping, orbital overlap and electron interactions.

A device breaks the assumption that electrons sit at K. At 300 K, $k_BT=25.9$ meV. With an assumed mass of half the electron mass, kinetic energy $k_BT$ means a distance of 0.58 nm$^{-1}$ from K. On that circle the metal-only splitting, found by diagonalization, averages 1.34 meV and ranges from 1.16 to 1.52 meV. The mean is 29% above the value at K. With both couplings the mean is $-3.64$ meV, against $-3.98$ meV at K, so the total shrinks in magnitude. Because the model's conduction band is far too flat near K, these numbers illustrate that the splitting depends on wave vector; they do not predict the size of the change in a real device.

Since $k_BT$ far exceeds 4 meV, both spin bands are populated. Even at low temperature, $10^{12}$ cm$^{-2}$ electrons placed in one spin band per valley would need a Fermi energy of 4.8 meV for the same mass, so for a splitting of 3 to 4 meV the second band would begin to fill. This estimate uses the independent-electron splitting. Low-temperature transport measurements on gated monolayer MoS2 indicate a larger splitting, about 15 meV, and a heavier mass, with the upper band filling only at a few $10^{12}$ cm$^{-2}$, so the estimate should not be carried over to a real device.

**Q.** And a gate field, which breaks the mirror?

**A.** Reflection reverses a perpendicular field but leaves K and $S_z$ unchanged, so $\Delta$ is even in the field. For an unscreened 1 MV/cm, entered as opposite potentials on the two X layers, the metal splitting changes by $-2.5\times10^{-4}$ meV. In this model that is negligible beside the thermal effect. It leaves out field-induced mixing within an atom and any change of structure.
